# Double-well condensate: nonrigid pendulum, self-trapping and exact two-site dynamics: a numerical check

```python
"""
Double-well condensate: nonrigid pendulum against independent calculations.

Result under test, with time in units hbar/(2K):
    H = Lam z^2/2 - sqrt(1-z^2) cos(phi),  z' = -dH/dphi,  phi' = dH/dz
    plasma frequency sqrt(1+Lam)
    self-trapping if Lam > 2 (1 + sqrt(1-z0^2) cos(phi0)) / z0^2
Symbols: z = (N1-N2)/N imbalance, phi = theta2-theta1 relative phase,
K tunnelling energy, U on-site repulsion, Lam = U(N-1)/(2K).
Independent roads: full Gross-Pitaevskii evolution in a double well,
two-mode amplitude equations, and exact Bose-Hubbard diagonalization.
"""
import math
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import ellipk, gammaln


# ---------- derived formulas ----------
def pendulum_energy(lam, z, phi):
    return 0.5 * lam * z**2 - math.sqrt(1 - z**2) * math.cos(phi)


def critical_lambda(z0, phi0):
    return 2 * (1 + math.sqrt(1 - z0**2) * math.cos(phi0)) / z0**2


def elliptic_orbit(lam, z0):
    """Period, time mean and trapped minimum for a start at phi0 = 0."""
    energy = pendulum_energy(lam, z0, 0.0)
    root = math.sqrt(lam**2 + 1 - 2 * lam * energy)
    w_high = 2 * (lam * energy - 1 + root) / lam**2
    w_low = 2 * (lam * energy - 1 - root) / lam**2
    if energy < 1:
        m = w_high / (w_high - w_low)
        return 4 * ellipk(m) / math.sqrt(root), 0.0, None
    quarter = ellipk((w_high - w_low) / w_high)
    amplitude = math.sqrt(w_high)
    return (4 * quarter / (lam * amplitude),
            amplitude * math.pi / (2 * quarter), math.sqrt(w_low))


# ---------- two-mode amplitude equations ----------
def amplitudes(z0, phi0):
    return np.array([math.sqrt((1 + z0) / 2),
                     math.sqrt((1 - z0) / 2) * np.exp(1j * phi0)], complex)


def amplitude_rhs(t, y, lam):
    return -1j * (lam * np.abs(y)**2 * y - 0.5 * y[::-1])


def two_mode(lam, z0, phi0, times, rtol=1e-10):
    sol = solve_ivp(amplitude_rhs, (0, times[-1]), amplitudes(z0, phi0),
                    method="DOP853", t_eval=times, args=(lam,),
                    rtol=rtol, atol=1e-12)
    assert sol.success
    a, b = sol.y
    return np.abs(a)**2 - np.abs(b)**2, np.unwrap(np.angle(np.conj(a) * b))


# Canonical equations: amplitude derivatives against gradients of H.
for lam, z, phi in [(3.0, 0.4, 0.7), (15.0, -0.55, 2.3), (0.6, 0.2, -1.1)]:
    y = amplitudes(z, phi)
    dy = amplitude_rhs(0.0, y, lam)
    z_rate = 2 * np.real(np.conj(y[0]) * dy[0] - np.conj(y[1]) * dy[1])
    phi_rate = np.imag(dy[1] / y[1] - dy[0] / y[0])
    e = 1e-5
    dH_dphi = (pendulum_energy(lam, z, phi + e)
               - pendulum_energy(lam, z, phi - e)) / (2 * e)
    dH_dz = (pendulum_energy(lam, z + e, phi)
             - pendulum_energy(lam, z - e, phi)) / (2 * e)
    assert abs(z_rate + dH_dphi) < 1e-7
    assert abs(phi_rate - dH_dz) < 1e-7

# ---------- worked parameters ----------
N_atoms = 1001
K_hz, U_hz = 5.0, 0.15
lam = U_hz * (N_atoms - 1) / (2 * K_hz)
rate_hz = 2 * K_hz
unit_ms = 1e3 / (2 * math.pi * rate_hz)
omega_p = math.sqrt(1 + lam)
z_free, z_trap = 0.3, 0.6

# Small oscillations have the plasma frequency.
t = np.linspace(0, 2 * math.pi / omega_p, 101)
z_small, _ = two_mode(lam, 1e-3, 0.0, t)
assert np.max(np.abs(z_small - 1e-3 * np.cos(omega_p * t))) < 1e-6

# Elliptic periods on both sides of the threshold.
T_free, _, _ = elliptic_orbit(lam, z_free)
t = np.linspace(0, T_free, 401)
z, _ = two_mode(lam, z_free, 0.0, t)
assert np.all(z[:100] > 0) and abs(z[100]) < 1e-6
assert abs(z[200] + z_free) < 1e-6
T_trap, mean_trap, min_trap = elliptic_orbit(lam, z_trap)
t = np.linspace(0, T_trap, 401)
z, phase = two_mode(lam, z_trap, 0.0, t)
assert abs(z[200] - min_trap) < 1e-6 and abs(z.min() - min_trap) < 1e-6
assert abs(z[-1] - z_trap) < 1e-6 and abs(z[:-1].mean() - mean_trap) < 1e-6
assert abs(phase[-1] - phase[0] - 2 * math.pi) < 1e-6

# Threshold for several initial phases and for the critical imbalance.
t = np.linspace(0, 100, 4001)
for phi0 in (0.0, 1.0, math.pi):
    lam_c = critical_lambda(z_trap, phi0)
    below, _ = two_mode(0.98 * lam_c, z_trap, phi0, t, 1e-9)
    above, _ = two_mode(1.02 * lam_c, z_trap, phi0, t, 1e-9)
    assert below.min() < 0 < above.min()
z_crit = 2 * math.sqrt(lam - 1) / lam
t = np.linspace(0, 20, 2001)
assert two_mode(lam, 0.98 * z_crit, 0.0, t)[0].min() < 0
assert two_mode(lam, 1.02 * z_crit, 0.0, t)[0].min() > 0

# ---------- full Gross-Pitaevskii equation, hbar = m = 1 ----------
n_grid, box = 64, 9.0
dx = box / n_grid
x = (np.arange(n_grid) - n_grid // 2) * dx
k = 2 * math.pi * np.fft.fftfreq(n_grid, dx)
barrier, half_distance = 4.0, 2.0
well = barrier * ((x / half_distance)**2 - 1)**2
kinetic = np.fft.ifft(0.5 * k[:, None]**2
                      * np.fft.fft(np.eye(n_grid), axis=0), axis=0).real
kinetic = 0.5 * (kinetic + kinetic.T)
levels, states = eigh(kinetic + np.diag(well))
even = states[:, 0] * np.sign(states[:, 0].sum()) / math.sqrt(dx)
odd = -states[:, 1] * np.sign((states[:, 1] * x).sum()) / math.sqrt(dx)
left, right = (even + odd) / math.sqrt(2), (even - odd) / math.sqrt(2)
K0 = 0.5 * (levels[1] - levels[0])
I0 = np.sum(left**4) * dx
I1 = np.sum(left**3 * right) * dx
I2 = np.sum(left**2 * right**2) * dx

# Projection of the cubic term, including every overlap integral.
a, b = amplitudes(0.37, 0.9)
field = a * left + b * right
direct = np.sum(left * np.abs(field)**2 * field) * dx
cross = 2 * np.real(np.conj(a) * b)
projected = (I0 * abs(a)**2 * a + I1 * (b + cross * a)
             + I2 * (2 * a * abs(b)**2 + np.conj(a) * b**2))
assert abs(direct - projected) < 1e-10

gp_lam = np.array([4.0, 4.0, 6.0])
gp_z0 = np.array([0.1, 0.8, 0.8])
strength = 2 * gp_lam * K0 / (I0 + 2 * gp_lam * I1)
K_eff = K0 - strength * I1
psi = np.array([amplitudes(s, 0.0) @ np.array([left, right]) for s in gp_z0])
dt, stride = 0.02, 25
steps = int(4.5 / (2 * K0) / dt)
kin_phase = np.exp(-0.5j * dt * k**2)
G = strength[:, None]
psi = psi * np.exp(-0.5j * dt * (well + G * np.abs(psi)**2))
gp_times, gp_trace = [0.0], [gp_z0]
for step in range(1, steps + 1):
    psi = np.fft.ifft(kin_phase * np.fft.fft(psi, axis=1), axis=1)
    half = np.exp(-0.5j * dt * (well + G * (psi.real**2 + psi.imag**2)))
    psi = psi * half
    if step % stride == 0:
        gp_times.append(step * dt)
        gp_trace.append(np.abs(psi @ left * dx)**2
                        - np.abs(psi @ right * dx)**2)
    psi = psi * half
gp_times, gp_trace = np.array(gp_times), np.array(gp_trace)
s = gp_trace[:, 0]
i = np.where(s[:-1] * s[1:] < 0)[0][:2]
crossings = gp_times[i] + stride * dt * s[i] / (s[i] - s[i + 1])
gp_period = 2 * (crossings[1] - crossings[0])
pendulum_period = elliptic_orbit(gp_lam[0], gp_z0[0])[0] / (2 * K_eff[0])
assert abs(gp_period / pendulum_period - 1) < 0.03
assert gp_trace[:, 1].min() < -0.7
assert gp_trace[:, 2].min() > 0.2


# ---------- exact two-site Bose-Hubbard model, energies in units 2K ----------
def bose_hubbard(N, lam):
    n = np.arange(N + 1)
    u = lam / (N - 1)
    diagonal = 0.5 * u * (n * (n - 1.0) + (N - n) * (N - n - 1.0))
    hopping = -0.5 * np.sqrt((n[:-1] + 1.0) * (N - n[:-1]))
    return diagonal, hopping


def product_state(N, z0, phi0):
    n = np.arange(N + 1)
    log_size = (0.5 * (gammaln(N + 1) - gammaln(n + 1) - gammaln(N - n + 1))
                + 0.5 * n * math.log((1 + z0) / 2)
                + 0.5 * (N - n) * math.log((1 - z0) / 2))
    return np.exp(log_size + 1j * phi0 * (N - n))


def exact_imbalance(spectrum, start, times):
    energy, vectors = spectrum
    coeff = vectors.T @ start
    rotating = coeff[:, None] * np.exp(-1j * np.outer(energy, times))
    prob = (vectors @ rotating.real)**2 + (vectors @ rotating.imag)**2
    N = len(energy) - 1
    return (2 * np.arange(N + 1) / N - 1) @ prob


# First two time derivatives agree at every N for a product state.
for N in (2, 5, 12):
    d, h = bose_hubbard(N, 3.0)
    ham = np.diag(d) + np.diag(h, 1) + np.diag(h, -1)
    Z = np.diag(2 * np.arange(N + 1) / N - 1)
    c = product_state(N, 0.4, 0.7)
    first = ham @ Z - Z @ ham
    second = ham @ first - first @ ham
    q = math.sqrt(1 - 0.4**2)
    assert abs(1j * np.vdot(c, first @ c) + q * math.sin(0.7)) < 1e-10
    assert abs(-np.vdot(c, second @ c)
               + 0.4 * (1 + 3.0 * q * math.cos(0.7))) < 1e-10

# Lowest excitation and 1/N approach of the dynamics.
spectra = {N: eigh_tridiagonal(*bose_hubbard(N, lam))
           for N in (101, 501, N_atoms)}
for N in (101, N_atoms):
    gap = spectra[N][0][1] - spectra[N][0][0]
    assert abs(gap / omega_p - 1) < 3 / N
t = np.linspace(0, T_free, 121)
z_mf, _ = two_mode(lam, z_free, 0.0, t)
deviation = {N: np.max(np.abs(exact_imbalance(
    spectra[N], product_state(N, z_free, 0.0), t) - z_mf))
    for N in (501, N_atoms)}
assert 1.7 < deviation[501] / deviation[N_atoms] < 2.3

# Exact means on both sides of the threshold over twenty periods.
exact = spectra[N_atoms]
start_free = product_state(N_atoms, z_free, 0.0)
start_trap = product_state(N_atoms, z_trap, 0.0)
free_trace = exact_imbalance(
    exact, start_free, np.linspace(0, 20 * T_free, 800, endpoint=False))
trap_trace = exact_imbalance(
    exact, start_trap, np.linspace(0, 20 * T_trap, 800, endpoint=False))
assert abs(free_trace.mean()) < 0.02
assert abs(trap_trace.mean() - mean_trap) < 0.02 and trap_trace.min() > 0.25

# Dephasing from the binomial spread of the initial imbalance.
e = 1e-4
slope = (2 * math.pi / elliptic_orbit(lam, z_free + e)[0]
         - 2 * math.pi / elliptic_orbit(lam, z_free - e)[0]) / (2 * e)
spread = abs(slope) * math.sqrt((1 - z_free**2) / N_atoms)
t_peak = round(2 / (spread * T_free)) * T_free / 2
window = np.linspace(t_peak - T_free / 4, t_peak + T_free / 4, 101)
envelope_exact = np.max(np.abs(
    exact_imbalance(exact, start_free, window))) / z_free
envelope_formula = math.exp(-0.5 * (spread * t_peak)**2)
assert abs(envelope_exact - envelope_formula) < 0.05

# Four atoms: trapping ends by tunnelling between parity partners.
N_few, U_few_hz = 4, 100.0


def doublet(u):
    spec = eigh_tridiagonal(*bose_hubbard(N_few, u * (N_few - 1)))
    formula = (2 * N_few * 0.5**N_few
               / (u**(N_few - 1) * math.factorial(N_few - 1)))
    return spec, spec[0][-1] - spec[0][-2], formula


u_few = U_few_hz / rate_hz
few, split, split_formula = doublet(u_few)
_, split2, formula2 = doublet(2 * u_few)
error1 = abs(split / split_formula - 1)
error2 = abs(split2 / formula2 - 1)
assert error1 < 0.05 and error2 < 0.35 * error1
all_left = np.zeros(N_few + 1)
all_left[-1] = 1.0
transfer = math.pi / split
z_after = exact_imbalance(few, all_left, np.array([transfer]))[0]
site_z = 2 * np.arange(N_few + 1) / N_few - 1
long_mean = np.sum((few[1].T @ all_left)**2 * (site_z @ few[1]**2))
assert z_after < -0.9 and abs(long_mean) < 1e-6

# ---------- printed numbers ----------
print(f"Atoms N = {N_atoms}; K/h = {K_hz:.2f} Hz; U/h = {U_hz:.2f} Hz")
print(f"Lambda = {lam:.3f}; time unit hbar/2K = {unit_ms:.3f} ms")
print(f"Plasma frequency = {omega_p * rate_hz:.3f} Hz")
print(f"Plasma period = {1e3 / (omega_p * rate_hz):.3f} ms")
gap = exact[0][1] - exact[0][0]
print(f"Exact lowest gap / h = {gap * rate_hz:.4f} Hz")
print(f"Critical imbalance at phi0=0: {z_crit:.4f}")
for z0, period in ((z_free, T_free), (z_trap, T_trap)):
    print(f"z0={z0:.1f}: H={pendulum_energy(lam, z0, 0):.4f}, "
          f"Lambda_c={critical_lambda(z0, 0):.3f}")
    print(f"z0={z0:.1f}: pendulum period={period * unit_ms:.3f} ms, "
          f"frequency={2 * math.pi / period * rate_hz:.3f} Hz")
print(f"Lambda_c at z0=0.6, phi0=pi: {critical_lambda(z_trap, math.pi):.4f}")
print(f"Trapped pendulum: minimum z={min_trap:.4f}, mean z={mean_trap:.4f}")
print(f"Exact, 20 periods, z0=0.6: minimum z={trap_trace.min():.4f}, "
      f"mean z={trap_trace.mean():.4f}")
print(f"Exact, 20 periods, z0=0.3: mean z={free_trace.mean():.5f}")
for N in (501, N_atoms):
    print(f"Largest deviation in one period, z0=0.3, N={N}: "
          f"{deviation[N]:.5f}")
table_ms = np.array([0.0, 10.0, 25.0, 50.0, 100.0, 200.0])
tt = table_ms / unit_ms
columns = [two_mode(lam, z_free, 0.0, tt)[0],
           exact_imbalance(exact, start_free, tt),
           two_mode(lam, z_trap, 0.0, tt)[0],
           exact_imbalance(exact, start_trap, tt)]
print("t (ms): z pendulum, exact [z0=0.3]; pendulum, exact [z0=0.6]")
for j, time_ms in enumerate(table_ms):
    print(f"{time_ms:6.1f}: " + ", ".join(f"{c[j]:8.4f}" for c in columns))
print(f"Dephasing time 1/sigma, z0=0.3: {unit_ms / spread:.2f} ms")
print(f"Envelope at {t_peak * unit_ms:.2f} ms: exact {envelope_exact:.4f}, "
      f"formula {envelope_formula:.4f}")
print("Double-well GP test, units hbar=m=1:")
print(f"Barrier={barrier:.1f}, minima at x=+/-{half_distance:.1f}")
print(f"K0={K0:.6f}, gap to third level={levels[2] - levels[1]:.4f}")
print(f"I0={I0:.5f}, I1/I0={I1 / I0:.3e}, I2/I0={I2 / I0:.3e}")
print(f"Lambda=4: G={strength[0]:.5f}, corrected K={K_eff[0]:.6f}")
print(f"Lambda=6: G={strength[2]:.5f}, corrected K={K_eff[2]:.6f}")
print(f"Period, Lambda=4, z0=0.1: GP {gp_period:.2f}, "
      f"pendulum {pendulum_period:.2f}")
print(f"Lambda_c at z0=0.8, phi0=0: {critical_lambda(0.8, 0):.3f}")
print(f"GP minimum z from z0=0.8: Lambda=4 {gp_trace[:, 1].min():.4f}, "
      f"Lambda=6 {gp_trace[:, 2].min():.4f}")
print(f"Pendulum minimum z, Lambda=6, z0=0.8: "
      f"{elliptic_orbit(6.0, 0.8)[2]:.4f}")
print(f"Few atoms: N={N_few}, U/h={U_few_hz:.1f} Hz, K/h={K_hz:.1f} Hz, "
      f"Lambda={u_few * (N_few - 1):.1f}")
print(f"Doublet splitting / h: exact {split * rate_hz:.6e} Hz, "
      f"formula {split_formula * rate_hz:.6e} Hz")
print(f"Transfer time = {transfer * unit_ms / 1e3:.2f} s, "
      f"z then = {z_after:.4f}")
print(f"Transfer time without interaction = {1 / (4 * K_hz):.4f} s")
print(f"Size of infinite-time mean z, four atoms: {abs(long_mean):.1e}")
print("no test failed")
```

Printed output:

```
Atoms N = 1001; K/h = 5.00 Hz; U/h = 0.15 Hz
Lambda = 15.000; time unit hbar/2K = 15.915 ms
Plasma frequency = 40.000 Hz
Plasma period = 25.000 ms
Exact lowest gap / h = 39.9929 Hz
Critical imbalance at phi0=0: 0.4989
z0=0.3: H=-0.2789, Lambda_c=43.421
z0=0.3: pendulum period=28.185 ms, frequency=35.479 Hz
z0=0.6: H=1.9000, Lambda_c=10.000
z0=0.6: pendulum period=14.131 ms, frequency=70.767 Hz
Lambda_c at z0=0.6, phi0=pi: 1.1111
Trapped pendulum: minimum z=0.3590, mean z=0.4718
Exact, 20 periods, z0=0.6: minimum z=0.3600, mean z=0.4701
Exact, 20 periods, z0=0.3: mean z=0.00020
Largest deviation in one period, z0=0.3, N=501: 0.01843
Largest deviation in one period, z0=0.3, N=1001: 0.00923
t (ms): z pendulum, exact [z0=0.3]; pendulum, exact [z0=0.6]
   0.0:   0.3000,   0.3000,   0.6000,   0.6000
  10.0:  -0.1719,  -0.1686,   0.4340,   0.4314
  25.0:   0.2175,   0.2088,   0.4786,   0.4723
  50.0:   0.0407,   0.0283,   0.3617,   0.4495
 100.0:  -0.2838,  -0.2282,   0.5825,   0.4700
 200.0:   0.2389,   0.1033,   0.5370,   0.4701
Dephasing time 1/sigma, z0=0.3: 153.00 ms
Envelope at 155.02 ms: exact 0.5747, formula 0.5985
Double-well GP test, units hbar=m=1:
Barrier=4.0, minima at x=+/-2.0
K0=0.004858, gap to third level=2.1414
I0=0.63075, I1/I0=-2.656e-03, I2/I0=4.403e-05
Lambda=4: G=0.06296, corrected K=0.004964
Lambda=6: G=0.09547, corrected K=0.005018
Period, Lambda=4, z0=0.1: GP 284.63, pendulum 284.19
Lambda_c at z0=0.8, phi0=0: 5.000
GP minimum z from z0=0.8: Lambda=4 -0.8000, Lambda=6 0.3533
Pendulum minimum z, Lambda=6, z0=0.8: 0.3590
Few atoms: N=4, U/h=100.0 Hz, K/h=5.0 Hz, Lambda=30.0
Doublet splitting / h: exact 8.319445e-04 Hz, formula 8.333333e-04 Hz
Transfer time = 601.00 s, z then = -0.9984
Transfer time without interaction = 0.0500 s
Size of infinite-time mean z, four atoms: 8.4e-17
no test failed
```
